Surface scattering in a thin CoSi2 film: integral and thick-film formula

**Problem**

A CoSi2 film of thickness d = 10 nm carries a current parallel to its faces. The bulk mean free path is λ = 100 nm. At either face a fraction p = 0.9 of the incident electrons is reflected specularly and the rest diffusely. In the Fuchs-Sondheimer model, with κ = d/λ, the ratio of the film conductivity σ to the bulk value σ0 is

σ/σ0 = 1 − [3(1−p)/(2κ)] ∫₁^∞ (t⁻³ − t⁻⁵) (1−e^(−κt))/(1−p e^(−κt)) dt.

The thick-film approximation to the resistivity ratio is

ρ/ρ0 ≈ 1 + a,  a = 3(1−p)/(8κ).

Find the error of the approximation relative to the full integral, and explain its size and sign. Then give both resistivities, taking a rough carrier density n = 3×10²² cm⁻³ and free-electron carriers. Does the conclusion carry over to thinner films and to room temperature?

**A tempting solution, which is wrong**

The variable t runs to infinity, so the exponentials vanish over nearly all of the range. Drop them. The fraction under the integral becomes 1, and

∫₁^∞ (t⁻³ − t⁻⁵) dt = 1/2 − 1/4 = 1/4.

The conductivity ratio is then

σ/σ0 = 1 − [3(1−p)/(2κ)](1/4) = 1 − a.

Here κ = 10/100 = 0.1 and a = 3(0.1)/(0.8) = 0.375, so the "full" resistivity ratio is 1/0.625 = 1.60. The thick-film formula gives 1.375. It appears to be 14% too low relative to 1.60, because it keeps the first two terms of 1/(1−a) = 1 + a + a² + ... and loses the rest.

**Where the fault lies**

The range of t is infinite, but the weight t⁻³ − t⁻⁵ falls off quickly, and the integral is dominated by t of order one. There the exponential is close to 1: at t = 1 it is e^(−0.1) = 0.905. The fraction that was replaced by 1 is really

(1 − 0.905)/(1 − 0.9×0.905) ≈ 0.51.

Dropping the exponential requires κ >> 1, and this film has κ = 0.1. The loss of conductivity has therefore been overestimated. To see what the exponential means, and how much it matters, we derive the integral.

**The full integral**

Let z be the film normal and x the current direction. We assume a spherical Fermi surface, one relaxation time τ, classical motion between the faces and no grain boundaries. For carriers of charge q in a field 𝓔, the deviation f₁ from the equilibrium distribution f₀ obeys the linearized steady Boltzmann equation

v_z ∂f₁/∂z + f₁/τ = −q𝓔 v_x ∂f₀/∂ε,

where ε is the energy. In the bulk the gradient vanishes and f₁ = −q𝓔τ v_x ∂f₀/∂ε. Let g be f₁ divided by this bulk value. Write u = |v_z|/v for the cosine of the angle to the normal, and let y be the distance from the face that the electron has just left. Since |v_z|τ = uλ,

uλ dg/dy + g = 1.

Specular reflection reverses v_z and preserves v_x, so it preserves g. Diffusely reflected electrons leave without drift, with g = 0. The two faces are equal, so electrons moving up and down have the same function g(y), and the boundary condition is

g(0) = p g(d).

The general solution is g = 1 − C e^(−y/(uλ)). With E = e^(−κ/u), the boundary condition reads 1 − C = p(1 − CE), so C(1−pE) = 1−p and

g(y) = 1 − [(1−p)/(1−pE)] e^(−y/(uλ)).

The average of the exponential over the thickness is (uλ/d)(1−E) = (u/κ)(1−E). The average of g is therefore

F(u) = 1 − [(1−p)u/κ] Q(u),  Q(u) = (1−E)/(1−pE).

The contribution of each direction to the current is proportional to v_x². Averaged over the azimuth, this is proportional to 1−u². Since ∫₀¹(1−u²)du = 2/3, the normalized result is

σ/σ0 = (3/2)∫₀¹ (1−u²)F(u) du
     = 1 − [3(1−p)/(2κ)] ∫₀¹ u(1−u²)Q(u) du.

With t = 1/u and du = −dt/t², the factor u(1−u²)du turns into (t⁻³ − t⁻⁵)dt once the limits are put in rising order. This is the integral stated in the problem.

For the film in question the prefactor is 3(0.1)/(0.2) = 1.5. Adaptive numerical quadrature gives 0.1722 for the integral over u, in place of the 0.25 of the tempting solution. Hence

σ/σ0 = 1 − 1.5×0.1722 = 0.7417,  ρ/ρ0 = 1.348.

The thick-film value 1.375 is 2.0% too high relative to the full result. The tempting solution had the wrong sign and a much larger error. Its own value, 1.60, is 18.7% too high.

**What the exponential contributes**

The identity

Q = 1 − (1−p)E/(1−pE)

follows on putting the right side over the common denominator: 1 − pE − (1−p)E = 1 − E. It separates the conductivity into

σ/σ0 = 1 − a + R,
R = [3(1−p)²/(2κ)] ∫₀¹ u(1−u²) E/(1−pE) du.

The factor E is the probability that an electron crosses the film without bulk scattering. Expanding E/(1−pE) = E + pE² + p²E³ + ... shows that R collects successive crossings. An electron that reaches a face still carrying a deficit from the previous face has less drift to lose there. The form 1 − a ignores this and charges each encounter as if the drift had fully recovered.

In a thick film R is exponentially small. Since E ≤ e^(−κ), and E/(1−pE) increases with E,

0 ≤ R ≤ [3(1−p)²/(8κ)] e^(−κ)/(1−p e^(−κ)).

In the present film R = 0.117, and 0.625 + 0.117 = 0.742 restores the full conductivity. The factor (1−p)² does not make R negligible, because it is divided by κ and by 1−pE, and both are small here.

**Why 1 + a is nevertheless close**

The thick-film condition fails, so the 2% agreement needs another reason. Divide the numerator and denominator of Q by E and set x = κ/u:

Q = (eˣ−1)/(eˣ−p) = 1/[1 + (1−p)/(eˣ−1)].

Now let κ and 1−p both become small while their ratio s = (1−p)/κ stays fixed. For fixed u, eˣ−1 → κ/u, so Q → 1/(1+su) and

F(u) → 1 − su/(1+su) = 1/(1+su).

The replacement of eˣ−1 by x fails for u of order κ or less, but the factor u in the surface term makes the contribution of that region vanish in the limit.

This form has a simple meaning. The relaxation rate of each direction is

1/τ + (1−p)|v_z|/d,

the bulk rate plus the frequency of face encounters times the chance that an encounter is diffuse. The film has s = 0.1/0.1 = 1, and the integral can be done by hand:

σ/σ0 → (3/2)∫₀¹ (1−u²)/(1+u) du = (3/2)∫₀¹ (1−u) du = 3/4.

This gives ρ/ρ0 = 4/3, which is 1.1% below the full result.

The mean of u with the weight (3/2)(1−u²) is (3/2)(1/2 − 1/4) = 3/8. Therefore

1 + a = 1 + s⟨u⟩.

In this limit the thick-film formula amounts to giving every direction the same mean surface scattering rate. It needs no thick film for that reading. What it neglects is the spread of rates. Because 1/(1+su) is a convex function of u, its mean is at least 1/(1+s⟨u⟩). In this limit the conductivity is thus higher, and the resistivity lower, than the formula says. Electrons moving nearly parallel to the faces meet them rarely and carry more than their share of the current. For s = 1 the excess of the formula is 1.3750 − 1.3333 = 0.0417.

The finite value of κ acts the other way. Since eˣ−1 ≥ x, Q is at least 1/(1+su), the surface term is at least as large as in the limit, and the full resistivity cannot lie below the limiting one. To find the first correction, use 1/(eˣ−1) ≈ 1/x − 1/2 for small x:

(1−p)/(eˣ−1) ≈ su − (1−p)/2.

To first order in 1−p, Q rises by [(1−p)/2]/(1+su)². For s = 1 the conductivity ratio changes by

−(3/2)[(1−p)/2] ∫₀¹ u(1−u²)/(1+u)² du = −(3/4)(1−p) ∫₀¹ u(1−u)/(1+u) du.

Here u(1−u)/(1+u) = 2 − u − 2/(1+u), whose integral is 3/2 − 2 ln 2 = 0.1137. The change is −0.075×0.1137 = −0.0085, so σ/σ0 ≈ 0.7415, close to the 0.7417 from quadrature.

In terms of resistivity, finite κ raises the ratio from 1.3333 to 1.3483, by 0.0150. This offsets part of the excess 0.0417 and leaves 0.0267, which is the 2.0% error. Two things keep it small: the surface rate is only comparable to the bulk rate, so the spread of rates costs little, and the two errors partly cancel.

The same inequalities bracket the answer without quadrature. The lower bound is 4/3. Since R ≥ 0, the upper bound is 1/(1−a) = 1.60. The latter bound requires a < 1. The tempting solution mistook this upper bound for the value.

**Thicker and thinner films**

Keep p = 0.9 and vary κ. For κ >> 1, R is negligible and ρ/ρ0 = 1 + a + a² + ..., so the thick-film formula is slightly low. At κ = 0.1 it is high. The error must change sign in between, and numerical root finding places the change at κ = 0.34. Near that thickness the formula is very accurate through cancellation.

Within the classical model, the agreement is lost at much smaller κ. For general s, the division

1−u² = (1+su)(1/s² − u/s) + (1 − 1/s²)

turns the limiting integral into

σ/σ0 → (3/2)[1/s² − 1/(2s) + (1 − 1/s²) ln(1+s)/s].

For s >> 1 this becomes (3/(2s))(ln s − 1/2). The logarithm comes from electrons at grazing angles. The thick-film formula, with resistivity growing as 3s/8, has no such logarithm, so its ratio to the limiting resistivity grows as (9/16)(ln s − 1/2). At κ = 0.001, where s = 100, the limiting expression gives ρ/ρ0 ≈ 16.2. Quadrature of the full integral gives 16.8, and the thick-film formula gives 38.5.

The computed values below show the trend, with the error relative to the full integral.

κ = 0.01, p = 0.9: full 3.48, formula 4.75, error +37%
κ = 0.1, p = 0.9: full 1.348, formula 1.375, error +2.0%
κ = 1, p = 0.9: full 1.0382, formula 1.0375, error −0.06%
κ = 0.01, p = 0: full 26.5, formula 38.5, error +45%
κ = 0.1, p = 0: full 4.78, formula 4.75, error −0.7%
κ = 1, p = 0: full 1.46, formula 1.375, error −6%

For diffuse faces the formula is also close at κ = 0.1, but the argument for nearly specular faces does not apply there. The values show that the error at p = 0 changes sign between κ = 0.01 and κ = 0.1, so the good agreement lies near a crossing. Good agreement at one thickness is no evidence for the next.

The values at small κ compare the formula with the classical integral; they do not predict the resistivity of thinner CoSi2 films. With λ = 100 nm, κ = 0.01 means d = 1 nm, and κ = 0.001 means 0.1 nm, less than the diameter of an atom. With the Fermi wavenumber k_F held at its bulk value of 9.61 nm⁻¹ (computed below), hard walls allow only three subbands at 1 nm and none at 0.1 nm, so the grazing directions behind the logarithm are missing. Replacing the integrals over u by sums over the three subbands, for the film and for the bulk reference, at fixed k_F and p, gives a ratio of about 5.4 at 1 nm. This estimate is crude: at fixed density it becomes 5.7, and with normal wavenumbers (n − 1/2)π/d in place of the hard-wall nπ/d it becomes 4.0. The classical integral gives 3.48 and the formula 4.75, so even the sign of the error is not reliable there.

**Resistivities**

For free carriers σ0 = ne²τ/m. With λ = v_Fτ and mv_F = ħk_F,

ρ0 = ħk_F/(ne²λ),  k_F = (3π²n)^(1/3).

The given density yields k_F = 9.61 nm⁻¹ and ρ0 = 1.316 µΩ cm. The film resistivity is then

full integral: 1.316×1.3483 = 1.775 µΩ cm,
thick-film formula: 1.316×1.3750 = 1.810 µΩ cm.

Dividing by d gives sheet resistances of 1.775 and 1.810 ohm per square. The last digits serve the comparison only. Densities from 2.5 to 3.5×10²² cm⁻³, at the same mean free path, spread the full-integral value from 2.0 to 1.6 µΩ cm. The density fixes ρ0λ only for a single spherical Fermi surface, whereas the carriers of CoSi2 are holes on several sheets. The same density shared among three equal spheres would give ρ0 = 0.91 µΩ cm. The absolute resistivities are therefore those of the free-electron model, not predictions for CoSi2.

**The real film**

A mean free path of 100 nm belongs to clean CoSi2 at low temperature. At room temperature the bulk resistivity is roughly 15 µΩ cm. With the same density, the product ρ0λ is unchanged, so λ = 100×1.316/15 = 8.8 nm and κ = 1.14. For the same p the full ratio is 1.0335 and the formula gives 1.0329. The film resistivity is 15.5 µΩ cm, and the surfaces add about 3% to the bulk value instead of 35%. The formula is now 0.06% too low instead of 2.0% too high, because κ lies above the sign change at 0.34. These figures depend on p: with p = 0.5 the surfaces would add 18%, and the formula would be 1.4% too low. They also depend on the single-sphere value of ρ0λ. If ρ0 at λ = 100 nm were 0.91 or 2.5 µΩ cm instead of 1.316, κ would be 1.64 or 0.60 and the surfaces would add 2.3% or 6.3% at p = 0.9, with the formula still low by less than 0.1%.

At low temperature the model itself is less certain than the 2% in question. The following estimates change one assumption at a time.

Specularity: p = 0.8 at both faces raises the full ratio from 1.35 to 1.67. The value 0.9 is an assumption about very smooth interfaces.

Angle dependence: for uncorrelated Gaussian roughness of rms height h, the specularity is p(u) = exp[−(2k_F h u)²]. Choosing h so that the flux average 2∫₀¹ u p(u) du is 0.9 gives h = 0.024 nm, well below an atomic step, and a resistivity ratio of 1.19. The ratio falls because the current favours grazing directions, for which p(u) is near 1.

Grain boundaries: take boundaries normal to the current, spaced by 100 nm, with reflection probability 0.1. In the Mayadas-Shatzkes model they add the rate α/(cτ), where c is the cosine of the angle to the current and α = (100/100)(0.1/0.9) = 0.111. The bulk conductivity is multiplied by 3∫₀¹ c³/(c+α) dc, which raises the bulk resistivity by 16%.

Anisotropic mass: if the mass along the normal is 1.5 times the in-plane mass, at fixed in-plane path, the normal velocity falls by √1.5. This replaces κ by κ√1.5 and gives 1.29.

Discrete subbands: hard walls allow u_n = nπ/(k_F d), which gives 30 occupied subbands. Replacing the integrals over u by sums at fixed k_F, for the film and for the bulk reference, changes the ratio to 1.360. The shift of 0.9% is comparable to the error of the formula, but its size depends on the treatment. Fixed density gives 1.363, the continuum bulk as reference at fixed k_F gives 1.394, and normal wavenumbers (n − 1/2)π/d give 1.348, with almost no shift. Near u = 1 the subband spacing is about πħv_F/d, which is 31 times the bulk level width ħ/τ. The spacing falls roughly in proportion to u, and the lowest two subbands are only 3π²λ/(2k_F d²) ≈ 1.5 widths apart. Bulk scattering thus leaves most subbands distinct but partly blurs the lowest ones.

Parallel conduction: a doped silicon layer 100 nm deep with resistivity 1 mΩ cm has 100 ohm per square and would carry 1.8% of the film current.

The 2% thus measures the formula against the integral within one model. It is not the accuracy with which either predicts a real film, for which the specularity, its dependence on angle and the carrier density matter far more.
